**Cox-Voinov law with Navier slip: checks and a wafer-rinsing example**

For an advancing front at small Ca = ηU/γ, the program examines θ³ = θ_m³ + 9Ca ln(x/ℓ) with ℓ = 3λ/(eθ_m), and its finite-angle form. Here η is viscosity, U speed, γ surface tension, θ_m the microscopic angle, λ the slip length, x the distance from the contact line and e the base of natural logarithms. It asserts that the wedge flow satisfies the Stokes equations and that its bending rate and wall stress agree with a direct solution of the boundary conditions. It also asserts the thin-film slip formulas against a finite-difference velocity profile. A nonlinear film solution is used to assert the first-order slope and drag, the force balance, the second-order error of the cubic law at small δ = 3Ca/θ_m³, and the recovery of the slip length within 5 percent. In the example, a 30 degree microscopic angle becomes 34.6 degrees at 1000 nm for a slip length of 1 nm. An angle one degree larger would divide the inferred slip length by 4.8. The output also sizes neglected effects, of which contact-line friction is the largest for the rough inputs used.

## Program and output

```python
"""Cox-Voinov law for an advancing contact line with Navier slip.

Result under test (small capillary number Ca = viscosity*speed/tension):
  G(theta) = G(theta_m) + Ca*ln(r/ell),
  G(theta) = integral_0^theta (t - sin t cos t)/(2 sin t) dt,
and for small angles
  theta^3 = theta_m^3 + 9*Ca*ln(x/ell),  ell = 3*slip/(e*theta_m).
theta_m: microscopic angle; r, x: distance from the contact line;
slip: Navier slip length; h: film height.
Scaled film: h = 3*slip*H, x = 3*slip*X/theta_m, delta = 3*Ca/theta_m^3,
  H''' = -delta/(H^2+H), H(0)=0, H'(0)=1, H''(infinity)=0.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq


# ---------- Stokes flow in a wedge: symbolic check of the equations ----------
r, phi, th = sp.symbols("r phi theta", positive=True)
den = th - sp.sin(th) * sp.cos(th)
F = (th * sp.sin(phi) - phi * sp.sin(th) * sp.cos(th - phi)) / den
u_r, u_phi = sp.diff(F, phi), -F
p = -2 * sp.sin(th) * sp.cos(th - phi) / (r * den)


def laplacian(f):
    return sp.diff(r * sp.diff(f, r), r) / r + sp.diff(f, phi, 2) / r**2


res_r = sp.diff(p, r) - (laplacian(u_r) - u_r / r**2
                         - 2 * sp.diff(u_phi, phi) / r**2)
res_phi = sp.diff(p, phi) / r - (laplacian(u_phi) - u_phi / r**2
                                 + 2 * sp.diff(u_r, phi) / r**2)
for values in ({r: 1.3, phi: 0.4, th: 0.9}, {r: 0.7, phi: 1.1, th: 2.0}):
    assert abs(float(res_r.subs(values))) < 1e-11
    assert abs(float(res_phi.subs(values))) < 1e-11


# ---------- Two-fluid wedge by direct solution of boundary conditions --------
def basis(angle, order):
    c, s = np.cos(angle), np.sin(angle)
    if order == 0:
        return np.array([c, s, angle * c, angle * s])
    if order == 1:
        return np.array([-s, c, c - angle * s, s + angle * c])
    return np.array([-c, -s, -2 * s - angle * c, 2 * c - angle * s])


def wedge(theta, gas_ratio=0.0):
    """Return (dtheta/dln r)/Ca and wall stress*r/(viscosity*speed)."""
    m, b = np.zeros((8, 8)), np.zeros(8)
    m[0, :4] = basis(0.0, 0)
    m[1, :4], b[1] = basis(0.0, 1), 1.0
    m[2, 4:] = basis(np.pi, 0)
    m[3, 4:], b[3] = basis(np.pi, 1), -1.0
    m[4, :4] = basis(theta, 0)
    m[5, 4:] = basis(theta, 0)
    m[6, :4], m[6, 4:] = basis(theta, 1), -basis(theta, 1)
    m[7, :4], m[7, 4:] = basis(theta, 2), -gas_ratio * basis(theta, 2)
    k = np.linalg.solve(m, b)
    c, s = np.cos(theta), np.sin(theta)
    p_liquid = 2 * (k[2] * c + k[3] * s)
    p_gas = 2 * gas_ratio * (k[6] * c + k[7] * s)
    return p_gas - p_liquid, basis(0.0, 2) @ k[:4]


def bending_rate(t):
    return 2 * np.sin(t) / (t - np.sin(t) * np.cos(t))


def G(theta):
    return quad(lambda t: 1 / bending_rate(t), 0, theta, epsabs=1e-13)[0]


for t in (0.3, 0.9, 1.7, 2.5):
    rate, stress = wedge(t)
    assert np.isclose(rate, bending_rate(t), rtol=1e-8)
    assert np.isclose(stress, -np.sin(t) * bending_rate(t), rtol=1e-8)
path = solve_ivp(lambda s, y: [0.01 * wedge(y[0])[0]], (0, 10), [0.6],
                 rtol=1e-9, atol=1e-11)
assert np.isclose(G(path.y[0, -1]) - G(0.6), 0.1, rtol=1e-6)
assert np.isclose(G(0.1), 0.1**3 / 9, rtol=1e-3)


# ---------- Velocity across a film with slip, by finite differences ----------
def film_flow(height, slip_length, n=20):
    """Return u'' and wall shear rate for unit wall speed and no net flux."""
    d = height / n
    m, b = np.zeros((n + 2, n + 2)), np.zeros(n + 2)
    for i in range(1, n):
        m[i, i - 1:i + 2] = np.array([1, -2, 1]) / d**2
        m[i, -1] = -1
    slope = np.array([-3, 4, -1]) / (2 * d)
    m[0, 0] = 1
    m[0, :3] -= slip_length * slope
    b[0] = 1
    m[n, n - 2:n + 1] = np.array([1, -4, 3]) / (2 * d)
    weights = np.ones(n + 1)
    weights[1:-1:2], weights[2:-1:2] = 4, 2
    m[n + 1, :n + 1] = weights * d / 3
    u = np.linalg.solve(m, b)
    return u[-1], slope @ u[:3]


for height, slip_length in ((1.0, 0.2), (0.5, 1.0), (2.0, 0.01)):
    second, shear = film_flow(height, slip_length)
    assert np.isclose(second, 3 / (height**2 + 3 * slip_length * height))
    assert np.isclose(shear, -3 / (height + 3 * slip_length))


# ---------- Nonlinear film profile with slip ---------------------------------
def cumulative(x, y):
    return CubicSpline(x, y).antiderivative()


def solve_profile(delta):
    """Iterate the integral form, using height as independent variable."""
    s = np.linspace(-20, 20, 4001)
    H, w = np.exp(s), np.ones(4001)
    for _ in range(200):
        f = delta / (w * (1 + H))
        curvature = cumulative(-s[::-1], f[::-1])(-s)
        curvature = curvature + delta / (w[-1] * H[-1])
        energy = 0.5 + cumulative(s, curvature * H)(s)
        new = np.sqrt(2 * energy)
        change = np.max(abs(new - w))
        w = new
        if change < 1e-12:
            break
    assert change < 1e-12
    log_x = np.log(H[0] + cumulative(s, H / w)(s))
    drag = cumulative(s, H / (w * (1 + H)))(s)
    balance = energy - 0.5 - H * curvature
    assert np.allclose(delta * drag, balance, rtol=1e-5, atol=1e-7)
    return CubicSpline(log_x, w), CubicSpline(log_x, drag)


slope_fn, drag_fn = solve_profile(1e-4)
for X in (0.1, 1.0, 10.0, 100.0):
    first = X * np.log1p(1 / X) + np.log1p(X)
    assert np.isclose((slope_fn(np.log(X)) - 1) / 1e-4, first, rtol=2e-3)
    assert np.isclose(drag_fn(np.log(X)), np.log1p(X), rtol=2e-3)


def cubic_error(delta, log_x=np.log(1e6)):
    """Error of the cubic law in H'^3 at a fixed large distance X."""
    slope = float(solve_profile(delta)[0](log_x))
    return slope**3 - 1 - 3 * delta * (log_x + 1)


# A third-order term growing as ln X requires small delta for this test.
error_deltas = (2e-3, 1e-3, 2e-4, 1e-4)
errors = [cubic_error(d) for d in error_deltas]
assert 3.8 < errors[2] / errors[3] < 4.2

# ---------- Worked example: rinse water advancing over a wafer ---------------
viscosity, tension, density = 1.0e-3, 0.072, 1000.0
speed, slip, distance, temperature = 0.1, 1e-9, 1e-6, 295.0
theta_m = np.radians(30.0)
Ca = viscosity * speed / tension
delta = 3 * Ca / theta_m**3
X = distance * theta_m / (3 * slip)
ell = 3 * slip / (np.e * theta_m)


def cox_voinov(slip_length):
    inner = 3 * slip_length / (np.e * theta_m)
    return np.cbrt(theta_m**3 + 9 * Ca * np.log(distance / inner))


theta_law = cox_voinov(slip)
slope_fn, drag_fn = solve_profile(delta)
theta_num = theta_m * float(slope_fn(np.log(X)))
assert np.isclose(theta_law, theta_num, rtol=3e-3)
theta_G = brentq(lambda t: G(t) - G(theta_m)
                 - Ca * np.log(distance / ell), theta_m, 2.0)
slip_back = (np.e * theta_m * distance / 3
             * np.exp(-(theta_num**3 - theta_m**3) / (9 * Ca)))
assert np.isclose(slip_back, slip, rtol=0.05)
one_degree = np.radians(1.0)
slip_factor = np.exp(((theta_num + one_degree)**3 - theta_num**3) / (9 * Ca))
drag_unit = 3 * viscosity * speed / theta_m
drag = drag_unit * float(drag_fn(np.log(X)))
drag_first = drag_unit * np.log1p(X)

# Sizes of neglected effects; the inputs named rough are typical magnitudes.
friction_ratio, air_viscosity = 10.0, 1.8e-5
hamaker, evaporation = 1e-20, 1e-5
theta_friction = np.arccos(np.cos(theta_m) - friction_ratio * Ca)
air_change = wedge(theta_law, air_viscosity / viscosity)[0] \
    / wedge(theta_law)[0] - 1
inertia = density * speed * theta_law**2 * distance / viscosity
cap_length = np.sqrt(tension / (density * const.g))
static_bend = distance * np.sqrt(2 * (1 - np.sin(theta_m))) / cap_length
vdw_height = np.sqrt(hamaker / (6 * np.pi * tension)) / theta_m
thermal = np.sqrt(const.k * temperature / tension)
deg, nm = np.degrees, 1e9

print(f"Viscosity (rough): {viscosity*1e3:.2f} mPa s")
print(f"Surface tension (rough): {tension*1e3:.1f} mN/m")
print(f"Density (rough): {density:.0f} kg/m3")
print(f"Temperature: {temperature:.0f} K")
print(f"Front speed: {speed:.2f} m/s")
print(f"Microscopic angle: {deg(theta_m):.1f} deg")
print(f"Distance of observation: {distance*nm:.0f} nm")
print(f"Slip length, input: {slip*nm:.2f} nm = {slip*1e10:.1f} angstrom")
print(f"Capillary number: {Ca:.4e}")
print(f"Expansion parameter delta: {delta:.4f}")
print(f"Scaled distance X: {X:.1f}")
print(f"Inner length ell: {ell*nm:.3f} nm")
print(f"Logarithm ln(x/ell): {np.log(distance/ell):.3f}")
print(f"Angle, cubic law: {deg(theta_law):.3f} deg")
print(f"Angle, nonlinear film equation: {deg(theta_num):.3f} deg")
print(f"Angle, finite-angle G law, same ell: {deg(theta_G):.3f} deg")
for trial in (0.1e-9, 1e-9, 10e-9):
    print(f"Cubic-law angle for slip {trial*nm:.1f} nm: "
          f"{deg(cox_voinov(trial)):.2f} deg")
print(f"Slip inferred from nonlinear angle: {slip_back*nm:.3f} nm"
      f" = {slip_back*1e10:.2f} angstrom")
print(f"Slip divided by this factor if angle is 1 deg larger: "
      f"{slip_factor:.2f}")
print(f"Peak wall stress: {viscosity*speed/slip/1e3:.1f} kPa")
ev_area = const.e / const.angstrom**2
print(f"Drag per length, nonlinear: {drag*1e3:.3f} mN/m"
      f" = {drag/ev_area:.3e} eV/angstrom^2")
print(f"Drag per length, first order: {drag_first*1e3:.3f} mN/m")
print(f"No-slip drag added per decade of cutoff: "
      f"{drag_unit*np.log(10)*1e3:.3f} mN/m")
for d, error in zip(error_deltas, errors):
    print(f"Cubic-law error/delta^2 at X=1e6, delta {d:.4f}: "
          f"{error/d**2:.3f}")
print(f"Error ratio for the two smallest delta: {errors[2]/errors[3]:.3f}")
print(f"Line friction/viscosity (rough input): {friction_ratio:.0f}")
print(f"Microscopic angle rise by line friction: "
      f"{deg(theta_friction-theta_m):.2f} deg")
print(f"Air viscosity (rough input): {air_viscosity*1e3:.3f} mPa s")
print(f"Bending-rate change by air: {air_change*100:.2f} percent")
print(f"Inertia/viscous force at observation: {inertia:.4f}")
print(f"Capillary length: {cap_length*1e3:.2f} mm")
print(f"Static meniscus bending: {deg(static_bend):.4f} deg")
print(f"Hamaker constant (rough input): {hamaker/const.e:.3f} eV")
print(f"Height where surface forces rival slope: {vdw_height*nm:.3f} nm")
print(f"Evaporation speed (rough input): {evaporation*1e6:.1f} um/s")
print(f"Evaporation/(front speed*angle): "
      f"{evaporation/(speed*theta_m):.2e}")
print(f"Thermal roughness length: {thermal*nm:.3f} nm")
print("OK")
```

Printed output:

```
Viscosity (rough): 1.00 mPa s
Surface tension (rough): 72.0 mN/m
Density (rough): 1000 kg/m3
Temperature: 295 K
Front speed: 0.10 m/s
Microscopic angle: 30.0 deg
Distance of observation: 1000 nm
Slip length, input: 1.00 nm = 10.0 angstrom
Capillary number: 1.3889e-03
Expansion parameter delta: 0.0290
Scaled distance X: 174.5
Inner length ell: 2.108 nm
Logarithm ln(x/ell): 6.162
Angle, cubic law: 34.618 deg
Angle, nonlinear film equation: 34.617 deg
Angle, finite-angle G law, same ell: 34.660 deg
Cubic-law angle for slip 0.1 nm: 36.06 deg
Cubic-law angle for slip 1.0 nm: 34.62 deg
Cubic-law angle for slip 10.0 nm: 33.04 deg
Slip inferred from nonlinear angle: 1.002 nm = 10.02 angstrom
Slip divided by this factor if angle is 1 deg larger: 4.82
Peak wall stress: 100.0 kPa
Drag per length, nonlinear: 2.785 mN/m = 1.738e-04 eV/angstrom^2
Drag per length, first order: 2.961 mN/m
No-slip drag added per decade of cutoff: 1.319 mN/m
Cubic-law error/delta^2 at X=1e6, delta 0.0020: -2.011
Cubic-law error/delta^2 at X=1e6, delta 0.0010: -2.271
Cubic-law error/delta^2 at X=1e6, delta 0.0002: -2.493
Cubic-law error/delta^2 at X=1e6, delta 0.0001: -2.515
Error ratio for the two smallest delta: 3.964
Line friction/viscosity (rough input): 10
Microscopic angle rise by line friction: 1.56 deg
Air viscosity (rough input): 0.018 mPa s
Bending-rate change by air: 0.82 percent
Inertia/viscous force at observation: 0.0365
Capillary length: 2.71 mm
Static meniscus bending: 0.0211 deg
Hamaker constant (rough input): 0.062 eV
Height where surface forces rival slope: 0.164 nm
Evaporation speed (rough input): 10.0 um/s
Evaporation/(front speed*angle): 1.91e-04
Thermal roughness length: 0.238 nm
OK
```
